# Supercritical Coulomb resonances of massless Dirac electrons in two dimensions

A charge $3e$ acting on massless electrons of velocity $10^6$ m/s, in a medium of dielectric constant 5 and with the potential held constant inside a radius of 0.5 nm, produces a series of resonances, the first four at about $-189$, $-13.9$, $-1.05$ and $-0.079$ meV. Successive energies have ratios 0.0736, 0.0750 and 0.0751, and each width is close to a third of the energy. With the charge reduced to $e$, a numerical search of a low-energy window in the lowest angular-momentum channel finds no resonance. The ratio, the relative width and the threshold between the two cases all follow from the Dirac equation with a $1/r$ potential.

Consider one electron in one valley of graphene, without mass, intervalley scattering or screening by the other graphene electrons. For an attractive charge $Ze$,

$$H=v\,\boldsymbol\sigma\cdot\mathbf p-\frac{\hbar v g}{r},\qquad g=\frac{Ze^2}{4\pi\varepsilon_0\kappa\hbar v}>0 .$$

Kinetic energy and potential both scale as $1/r$, so the coupling $g$ is a pure number and the point charge supplies no length. The round parameters above give $g=0.4375$, 0.8751 and 1.3126 for $Z=1,2,3$.

In polar coordinates

$$\boldsymbol\sigma\cdot\mathbf p=-i\hbar\begin{pmatrix}0&e^{-i\varphi}(\partial_r-\frac ir\partial_\varphi)\\ e^{i\varphi}(\partial_r+\frac ir\partial_\varphi)&0\end{pmatrix}.$$

Take angular momentum $j=\pm\frac12,\pm\frac32,\dots$ and write

$$\psi=\frac1{\sqrt r}\begin{pmatrix}e^{i(j-1/2)\varphi}F(r)\\ i\,e^{i(j+1/2)\varphi}G(r)\end{pmatrix},\qquad k=\frac{E}{\hbar v}.$$

On the lower component the angular derivative gives $+(j+\frac12)/r$ and the factor $r^{-1/2}$ gives $-1/2r$, which add to $j/r$. On the upper component the sum is $-(j-\frac12)/r-1/2r=-j/r$. With the factors of $i$ included, $H\psi=E\psi$ becomes

$$rF'=jF-(kr+g)G,\qquad rG'=-jG+(kr+g)F. \tag{1}$$

Replacing $(F,G,j)$ by $(-G,F,-j)$ leaves (1) unchanged, so $j$ and $-j$ have the same energies. A flat core respects this, and I take $j>0$ from here on.

Near the centre $kr$ is negligible beside $g$. Setting $F=ar^s$, $G=br^s$ gives $(s-j)a=-gb$ and $(s+j)b=ga$, whose product is $s^2-j^2=-g^2$. Hence

$$s=\pm\gamma,\qquad \gamma=\sqrt{j^2-g^2}.$$

The exponent is zero at $g=j$ and imaginary above it; the lowest such coupling is $g=\frac12$. Below that value the point-charge problem still needs a boundary condition. The norm is proportional to $\int(|F|^2+|G|^2)\,dr$, and $r^{-2\gamma}$ is integrable at the origin whenever $\gamma<\frac12$. For $j=\frac12$ this holds at every $0<g<\frac12$, so normalizability does not reject the solution $r^{-\gamma}$. A flat core does, in the limit of small radius.

To see how, set $F=\rho\cos\chi$, $G=\rho\sin\chi$ for real $k$. Then $r\chi'=(F\,rG'-G\,rF')/\rho^2$, and (1) gives

$$\frac{d\chi}{d\ln r}=kr+g-j\sin2\chi. \tag{2}$$

For $kr\ll1$ and $g<j$ there are two fixed points, both with $\sin2\chi=g/j$. The solution $r^{\gamma}$ has $\tan\chi=g/(j+\gamma)$, hence $\cos2\chi=\gamma/j$. A small deviation $\eta$ from it obeys $d\eta/d\ln r=-2j\cos2\chi\,\eta=-2\gamma\eta$ and dies out as $r^{-2\gamma}$. The other fixed point, $r^{-\gamma}$, has the opposite sign of $\cos2\chi$ and is unstable.

Inside a flat core $g$ is absent from (2) and $k$ is replaced by $q=k+g/r_0$. For $j=\frac12$ the phase starts from $\chi=0$. Once $r_0$ is small enough that $|k|r_0<\frac12-g$, $qr$ stays below $\frac12$ throughout the core, so at $\chi=\pi/4$ the rate $qr-\frac12$ would be negative and the phase cannot cross that value. The unstable point lies above $\pi/4$, so the phase leaves the core on the side from which it flows to $r^\gamma$. The memory of the core at a fixed outer distance vanishes as $r_0^{2\gamma}$. For $Z=1$, $2\gamma=0.4840$, and direct integration of (2) gives the power 0.4839.

For $g>j$ the right side of (2) is positive at small $kr$, and the phase rotates without end. With $t=\tan\chi$, a rotation by $\pi$ takes the logarithmic distance

$$\int_0^\pi\frac{d\chi}{g-j\sin2\chi}=\int_{-\infty}^{\infty}\frac{dt}{gt^2-2jt+g}=\frac{\pi}{\nu},\qquad \nu=\sqrt{g^2-j^2}. \tag{3}$$

As $r_0\to0$ the outer phase keeps turning and approaches no limit. As long as $|k|r_0\ll1$, reducing $r_0$ by a factor $e^{\pi/\nu}$ restores the same outer wave up to sign. This discrete scale invariance is the origin of the geometric series. The resonance energies themselves require the solution at finite $k$.

Let $u_\pm=F\pm iG$. Adding $\pm i$ times the second equation of (1) to the first gives

$$ru_\pm'=j\,u_\mp\pm i(kr+g)u_\pm. \tag{4}$$

With $\theta=r\,d/dr$, elimination of $u_-$ gives $[\theta+i(kr+g)][\theta-i(kr+g)]u_+=j^2u_+$. Since $\theta[(kr+g)u_+]=kr\,u_++(kr+g)\theta u_+$, the first-derivative terms cancel:

$$\theta^2u_++\left[(kr+g)^2-ikr-j^2\right]u_+=0.$$

Put $u_+=r^{-1/2}w$, for which $\theta^2u_+=r^{-1/2}(r^2w''+w/4)$, and $z=-2ikr$. Division by $(-2ik)^2$ yields Whittaker's equation

$$\frac{d^2w}{dz^2}+\left[-\frac14+\frac{\frac12+ig}{z}+\frac{\frac14-\gamma^2}{z^2}\right]w=0,$$

where the middle coefficient is $(2g-i)k/(-2ik)=\frac12+ig$. For $u_-$ the term $-ikr$ changes sign and the coefficient is $-\frac12+ig$.

Below criticality the solution selected by a shrinking core is

$$u_+=z^\gamma e^{-z/2}{}_1F_1(\gamma-ig;1+2\gamma;z),$$
$$u_-=\frac{\gamma-ig}{j}\,z^\gamma e^{-z/2}{}_1F_1(1+\gamma-ig;1+2\gamma;z),$$

with the prefactor of $u_-$ fixed by (4) at small $r$, $\gamma u_+=ju_-+igu_+$. At large $|z|$,

$${}_1F_1(a;b;z)\simeq\frac{\Gamma(b)}{\Gamma(b-a)}(-z)^{-a}+\frac{\Gamma(b)}{\Gamma(a)}e^zz^{a-b}.$$

The first term dominates in $u_+$ and the second in $u_-$. Their ratio contains $z^{\gamma+ig}(-z)^{-\gamma+ig}$. For $k>0$, $z$ and $-z$ have phases $\mp\pi/2$, so this factor is $e^{-i\pi\gamma}(2kr)^{2ig}$; for $k<0$ the phases are exchanged. Therefore

$$\frac{u_+}{u_-}\simeq e^{2ikr+2ig\ln(2|k|r)\mp i\pi\gamma}\,\frac{\Gamma(1+\gamma-ig)}{\Gamma(1+\gamma+ig)}\,\frac{j}{\gamma-ig},$$

with the upper sign for $E>0$. At $g=0$ this reduces to $e^{2ikr\mp i\pi j}$. Relative to free motion and the Coulomb logarithm, the phase shift $\eta_\pm$ thus obeys

$$e^{2i\eta_\pm}=e^{\pm i\pi(j-\gamma)}\frac{\Gamma(1+\gamma-ig)}{\Gamma(1+\gamma+ig)}\frac{j}{\gamma-ig}.$$

It depends on the sign of the energy but not on its magnitude, as expected without a length scale. For $Z=1$, $j=\frac12$ the shifts are 1.024 rad at positive and 0.213 rad at negative energy; their difference is $\pi(j-\gamma)$.

A resonance is a solution with only an outgoing wave. The radial current is

$$v\,\psi^\dagger\sigma_r\psi=\frac{2v}{r}\,\mathrm{Re}(iF^*G)=\frac{v}{2r}\left(|u_+|^2-|u_-|^2\right),$$

so the outgoing wave is $u_+\sim e^{ikr}$ for both signs of $E$. With the time factor it becomes $e^{ik(r-vt)}$. The Whittaker function $W$ has this behaviour:

$$u_+=z^{-1/2}W_{\frac12+ig,\gamma}(z)\simeq e^{-z/2}z^{ig}\left(1+\frac{j^2}{z}\right),$$

where $j^2=\gamma^2+g^2$. In $ju_-=(\theta+z/2-ig)u_+$ the leading terms cancel, leaving $ju_-\simeq-j^2e^{-z/2}z^{ig-1}$. Thus $u_-=-j\,z^{-1/2}W_{-\frac12+ig,\gamma}(z)$.

Above criticality $\gamma=i\nu$, and the small-$z$ expansion of $W$ gives $u_+\simeq Az^{i\nu}+Bz^{-i\nu}$ with

$$A=\frac{\Gamma(-2i\nu)}{\Gamma(-i\nu-ig)},\qquad B=\frac{\Gamma(2i\nu)}{\Gamma(i\nu-ig)}.$$

From (4), the corresponding coefficients in $u_-$ are $i(\nu-g)A/j$ and $-i(\nu+g)B/j$. At $r_0$ the core imposes $u_+/u_-=e^{2i\chi_0}$. In the flat core, $F=\sqrt r\,J_{j-1/2}(qr)$ and $G=\sqrt r\,J_{j+1/2}(qr)$. For $|k|r_0\ll1$, $qr_0\simeq g$ and

$$\tan\chi_0=\frac{J_{j+1/2}(g)}{J_{j-1/2}(g)},$$

independent of energy. Collecting the two powers of $z_0=-2ikr_0$ gives

$$z_0^{2i\nu}=R,\qquad R=-\frac BA\;\frac{1+ie^{2i\chi_0}(g+\nu)/j}{1+ie^{2i\chi_0}(g-\nu)/j}. \tag{5}$$

The logarithm of (5) is $2i\nu\ln z_0=\ln|R|+i(\arg R-2\pi n)$ with integer $n$ and $0\le\arg R<2\pi$. Its real and imaginary parts separate:

$$|k_n|=\frac1{2r_0}\exp\left(\frac{\arg R}{2\nu}-\frac{\pi n}{\nu}\right),\qquad \arg z_0=-\frac{\ln|R|}{2\nu}. \tag{6}$$

The magnitudes form a geometric series of ratio $e^{-\pi/\nu}$ and all members share one phase. This holds where (5) does, for $|k_n|r_0\ll1$.

The phase does not depend on the core. Let $a=(g+\nu)/j$; since $(g+\nu)(g-\nu)=j^2$, $(g-\nu)/j=1/a$. The squared modulus of the numerator bracket in (5) is $1+a^2-2a\sin2\chi_0$, and that of the denominator bracket is the same expression divided by $a^2$. Their ratio is $a^2=(g+\nu)/(g-\nu)$. From $|\Gamma(iy)|^2=\pi/(y\sinh\pi y)$,

$$\left|\frac BA\right|^2=\frac{(g-\nu)\sinh\pi(g-\nu)}{(g+\nu)\sinh\pi(g+\nu)},\qquad |R|^2=\frac{\sinh\pi(g-\nu)}{\sinh\pi(g+\nu)}.$$

Because $k=iz/(2r)$, $\arg k=\arg z_0+\pi/2$. Writing $\arg k=\pi+\delta$,

$$E_n=-|E_n|e^{i\delta},\qquad \delta=\frac1{4\nu}\ln\frac{\sinh\pi(g+\nu)}{\sinh\pi(g-\nu)}-\frac\pi2. \tag{7}$$

With $E=\mathrm{Re}\,E-i\Gamma/2$, the relative width is $\Gamma/|\mathrm{Re}\,E|=2\tan\delta$.

It remains to verify that these solutions lie where resonances should. The derivative of $\ln\sinh\pi x$ is $\pi\coth\pi x$, and $\coth\pi x-1=2/(e^{2\pi x}-1)$, so (7) equals

$$\delta=\frac1{2\nu}\int_{g-\nu}^{g+\nu}\frac{\pi\,dx}{e^{2\pi x}-1}, \tag{8}$$

which is positive. Since $e^{2\pi x}-1>2\pi x$,

$$\delta<\frac1{4\nu}\ln\frac{g+\nu}{g-\nu}=\frac{\operatorname{arsinh}(\nu/j)}{2\nu}<\frac1{2j}\le1 .$$

Hence $\pi<\arg k<3\pi/2$. The poles have negative real energy and are reached from the upper half of the $k$ plane by crossing the negative real axis. Crossing the positive axis would require $\arg z_0<-\pi/2$, which contradicts the single value in (6).

Below criticality the same matching gives $z_0^{2\gamma}=\text{const}$. The constant is nonzero unless the core produces the pure $r^{-\gamma}$ wave, which the flat core was shown not to do for $j=\frac12$. At fixed $g<\frac12$ this channel therefore has no solutions accumulating at $|z_0|\to0$. A numerical pole count for $-11<\ln|kr_0|<-3.2$ in this channel finds none for $Z=1$ and three for $Z=3$.

For $Z=3$, $\nu=\sqrt{1.3126^2-0.25}=1.2137$. Equation (6) gives the ratio $e^{-\pi/1.2137}=0.0751$, and (7) gives $\delta=0.1586$ rad and $\Gamma/|\mathrm{Re}\,E|=0.320$. The scale comes from $\hbar v/r_0=1316$ meV and $\chi_0=0.708$ rad. A root search that keeps the energy dependence of the core and integrates (4) along a complex contour gives the second set of values:

| $n$ | $\mathrm{Re}\,E$, eq. (6) (meV) | $\mathrm{Re}\,E$, full core (meV) | $\Gamma$, full core (meV) |
|---|---|---|---|
| 1 | −185.4 | −189.4 | 62.1 |
| 2 | −13.93 | −13.95 | 4.47 |
| 3 | −1.046 | −1.046 | 0.335 |
| 4 | −0.0786 | −0.0786 | 0.0251 |

Relative to the full-core value, the asymptotic energy is off by 2.1% for $n=1$, where $|k|r_0=0.146$, and by 0.15% for $n=2$, where it is 0.011. The neglected correction is linear in $|k|r_0$ and therefore largest for $n=1$. Here it increases $|E_1|$, so the first ratio, 0.0736, lies slightly below the limit. The lifetimes $\hbar/\Gamma$ grow from 10.6 fs for $n=1$ to $2.6\times10^4$ fs for $n=4$.

The width has a semiclassical reading. At energy $-\hbar v|k|$ the squared radial wave number is $(g/r-|k|)^2-j^2/r^2$. It is negative for $g-j<|k|r<g+j$. This barrier separates an inner electron-like region from outer states of the negative-energy continuum. For $n=2$, with $\mathrm{Re}\,E$ taken as the energy, it extends from 38 to 86 nm. With $|k|r=g-j\cos\alpha$ and $D=g-j\cos\alpha$, the action is

$$S=\int_0^\pi\frac{j^2\sin^2\alpha}{D}\,d\alpha=\int_0^\pi\left(2g-D-\frac{\nu^2}{D}\right)d\alpha=\pi(g-\nu),$$

because $j^2\sin^2\alpha=j^2-(g-D)^2$ and $\int_0^\pi d\alpha/D=\pi/\nu$. Expanding the hyperbolic sines in (7),

$$\delta=\frac1{4\nu}\left[-\ln\left(1-e^{-2S}\right)+\ln\left(1-e^{-2\pi(g+\nu)}\right)\right].$$

When $e^{-2S}\ll1$ and $\nu$ is not small, $\delta\simeq e^{-2S}/4\nu$, the usual tunnelling form. For $Z=3$, $e^{-2S}=0.537$: the barrier is leaky, the simple exponential would give only 0.11 rad, and the logarithm is needed. For $j=\frac32$, $g=2$ the barrier is effective and $\delta=0.0027$ rad.

As $g\to j$ from above, the interval in (8) shrinks to a point and $\delta\to\pi/(e^{2\pi j}-1)$, or 0.142 rad for $j=\frac12$. The relative width stays finite while the ratio $e^{-\pi/\nu}$ vanishes. For $Z=2$, where $\nu=0.718$, each level is already only 0.0126 of the one before. The core independence of $\delta$ was tested at $g=0.7$ with two different core phases; both give 0.1583 rad, as (7) predicts.

With these parameters $g=\frac12$ corresponds to $Z=1.14$, between the first two integer charges. The endless series presumes that the $1/r$ potential extends far beyond the barrier of every level. If it is cut off at a distance $L$, the derivation no longer applies to levels with $|k|L\lesssim g+j$, and deeper levels are still displaced. A gate that turns the potential into $-\hbar vg\,[1/r-1/\sqrt{r^2+L^2}]$ raises them by about $\hbar vg/L$, which for $Z=3$ is 7% of the energy when $L$ is ten times the outer edge of the barrier. Screening by the graphene electrons is more severe. The levels lie below the Dirac point and are filled in neutral graphene, each with eight states ($\pm j$, spin, valley), while the charge above threshold is only $1.86e$ for $Z=3$. The series is therefore a one-electron result, not the spectrum of a neutral sheet. For $Z=3$ the barrier of the $n=4$ level ends only at about 15 micrometres, so that level requires an unscreened $1/r$ potential over at least this distance. At the other end, the core sets the common scale of all levels through $\chi_0$. The kinetic energy inside it, $\hbar vg/r_0=1.7$ eV, is large enough that the graphene band departs from linearity by up to about 10%, depending on direction, and a smooth core $-\hbar vg/\sqrt{r^2+r_0^2}$ multiplies the low-lying energies by about 0.65. The energies in meV thus belong to the flat-core model; only the ratio and $\delta$ are independent of the core. The numerical output below lists the values used here.

## Calculated quantities

```
velocity v = 1.000e+06 m/s
dielectric constant kappa = 5.0
core radius r0 = 0.50 nm
energy unit hbar v / r0 = 1316.42 meV
coupling g for Z = 1, 2, 3: 0.4375, 0.8751, 1.3126
charge number at which g = 1/2: 1.1428
largest residual of Cartesian Dirac equation = 3.7e-16
Z=1: exponent gamma = 0.2420, 2 gamma = 0.4840
Z=1: measured power of r0 in core influence = 0.4839
Z=1: phase shift, E>0: 1.0240 rad
Z=1: phase shift, E<0: 0.2135 rad
Z=2: nu = 0.7182, energy ratio exp(-pi/nu) = 0.01259
Z=2: delta = 0.1625 rad, Gamma/|Re E| = 0.3280
Z=3: nu = 1.2137, energy ratio exp(-pi/nu) = 0.07513
Z=3: delta = 0.1586 rad, Gamma/|Re E| = 0.3199
Z=3: phase gained per factor exp(pi/nu) in r0 = 3.14159 rad
Z=3: core phase chi0 = 0.7076 rad
Z=3 n=1 formula: Re E = -185.36599 meV, Gamma = 59.30029 meV
Z=3 n=1 full core: Re E = -189.41495 meV, Gamma = 62.05414 meV
Z=3 n=1 |k|r0 = 1.458e-01, lifetime = 10.61 fs
Z=3 n=2 formula: Re E = -13.92649 meV, Gamma = 4.45521 meV
Z=3 n=2 full core: Re E = -13.94809 meV, Gamma = 4.46943 meV
Z=3 n=2 |k|r0 = 1.073e-02, lifetime = 147.3 fs
Z=3 n=3 formula: Re E = -1.04629 meV, Gamma = 0.33472 meV
Z=3 n=3 full core: Re E = -1.04641 meV, Gamma = 0.33480 meV
Z=3 n=3 |k|r0 = 8.050e-04, lifetime = 1966 fs
Z=3 n=4 formula: Re E = -0.07861 meV, Gamma = 0.02515 meV
Z=3 n=4 full core: Re E = -0.07861 meV, Gamma = 0.02515 meV
Z=3 n=4 |k|r0 = 6.047e-05, lifetime = 2.617e+04 fs
Z=3 full core: |E_2/E_1| = 0.07360
Z=3 full core: |E_3/E_2| = 0.07502
Z=3 full core: |E_4/E_3| = 0.07512
Z=3 n=2 barrier from 38.35 nm to 85.54 nm
Z=3 barrier action = 0.3109, exp(-2 action) = 0.5370
poles with -11.0 < ln|k r0| < -3.2: Z=1: 0, Z=3: 3
g=0.52, j=0.5, chi0=0.3 rad: delta numerical 0.14441, formula 0.14441 rad
g=0.7, j=0.5, chi0=0.3 rad: delta numerical 0.15829, formula 0.15829 rad
g=0.7, j=0.5, chi0=2.0 rad: delta numerical 0.15829, formula 0.15829 rad
g=2.0, j=1.5, chi0=1.0 rad: delta numerical 0.00270, formula 0.00270 rad
threshold delta for |j| = 1/2: 0.14189 rad
```
